How unequal masses and transverse momentum change a tunnel barrier, part 2

An electron of charge −e (e > 0) tunnels from an emitter electrode through a smooth dielectric film, 0 < z < d, into a collector. Both electrodes have isotropic mass m1 and the dielectric has mass m2. Passage is elastic, and the transverse wave vector k (k = |k|) is the same in every layer. The total energy E and the potential energy U(z) of the local band bottom are measured from the emitter band bottom; for a flat barrier, U is the barrier top. With primes for derivatives along z, the normal part ψ(z) of the wave function obeys

−(ħ²/2)(ψ′/m)′ + [U(z) + ħ²k²/2m(z)] ψ = E ψ,  (3)

with ψ and ψ′/m continuous at the interfaces. The normal energy in the emitter is E_z = E − ħ²k²/2m1. At fixed E_z the barrier is raised by

Δ = (ħ²k²/2)(1/m2 − 1/m1).

For a flat barrier the decay constant κ obeys

κ² = κ_z² + (1 − m2/m1) k²,  κ_z² = 2m2(U − E_z)/ħ²,  (9)

κ² = κ0² + k²,  κ0² = 2m2(U − E)/ħ².  (10)

Here κ_z is the decay constant when the shift is left out. With k_z² = 2m1E_z/ħ², a = k_z/m1 and b = κ/m2, the transmission probability at zero bias is T = |t|², where t is the value of the outgoing wave at z = d for an incident wave of unit amplitude:

T = 1 / {1 + [(a² + b²)/(2ab)]² sinh² κd}.  (11)

The example has m1 = 1.0 and m2 = 0.4 free-electron masses, Fermi energy E_F = 5 eV, U = 7.5 eV and d = 2 nm. The electron followed has E = E_F and transverse energy 0.100 eV in the electrode, so k = 1.620 nm⁻¹, E_z = 4.900 eV, Δ = 0.150 eV, κ_z = 5.225 nm⁻¹, κ0 = 5.123 nm⁻¹ and κ = 5.373 nm⁻¹. The shift was also checked against the levels of a closed two-dimensional box, computed without assuming separation; these are the "2D levels" in the numerical output.

Q: And for a thick barrier?

A: When κd is large, sinh² κd ≈ exp(2κd)/4 and the 1 can be dropped:

T ≈ P exp(−2κd),  P = 16a²b²/(a² + b²)².  (12)

The prefactor P has its largest value, 4, at a = b.

Now the electron with transverse energy 0.100 eV. In units of nm⁻² divided by the square of the free-electron mass, a² = 128.6 and b² = (5.373/0.4)² = 180.4, so P = 3.89. The exponent is 2κd = 4 nm × 5.373 nm⁻¹ = 21.49. The result is T = 1.80 × 10⁻⁹. With the shift left out, κ is 5.225 nm⁻¹ and T comes out as 3.29 × 10⁻⁹, which is too large by a factor of 1.83. The exponential alone gives exp[4 × (5.373 − 5.225)] ≈ 1.81, and the prefactor supplies the rest.

Q: You use Δ to obtain κ and then quote T as support for Δ. Is there a way round that circle?

A: Integrate the wave equation at the total energy E, with ħ²k²/2m in each layer and no mention of E_z or Δ. For this electron that also gives T = 1.80 × 10⁻⁹.

The question can also be turned round: which barrier must be put into (11), at the given E_z, to reproduce the integrated T? This was done for E = 5 eV, U = 7.5 eV and d = 1.2 nm. The cases were m1 = 1.0, m2 = 0.4 with k = 1.6 and 4.0 nm⁻¹, and m1 = 0.5, m2 = 1.0 with k = 3.0 nm⁻¹. In the last case the dielectric is the heavier and the shift is negative. The barrier found in this way differed from U by Δ, with an error below 10⁻¹⁰ eV in all three cases.

Q: And with a voltage applied?

A: For a linear drop of 1 V across the 2 nm, direct integration for the same electron gives T = 1.467 × 10⁻⁸. The one-dimensional solution in Airy functions, for a sloping barrier raised uniformly by 0.150 eV, gives the same number to the five digits computed. At this bias k_z differs between the electrodes, so T contains the ratio of the two wave vectors as well as |t|².

Q: Can you tell me how T depends on k without going through (11) each time?

A: For small k, expand the square root in (9):

κ ≈ κ_z + (1 − m2/m1)k²/(2κ_z).

At fixed E_z, κ_z and a are constant. In a thick barrier the exponent −2κd dominates the change, so

ln T(E_z, k) − ln T(E_z, 0) ≈ −(d/κ_z)(1 − m2/m1)k².  (13)

For E_z = 5 eV and k² = 0.20 nm⁻² the right side is −(2/5.123) × 0.6 × 0.20 = −0.0469. Direct integration gives −0.0473. The one per cent between them comes mostly from the prefactor, which (13) neglects. At fixed a, (12) gives δ ln P = −2[(b² − a²)/(a² + b²)] δ ln b. Here the square bracket is 0.11 and δ ln b = 0.6 × 0.20/(2 × 26.25) = 0.0023, so δ ln P is about −0.0005.

Q: A device does not carry one electron. What happens to the current?

A: Count the arriving electrons. With two spin states, the number per volume in a cell of wave-vector space is 2 d²k dk_z/(2π)³. Their normal velocity in the emitter is v_z = ħk_z/m1. At fixed k a step in k_z changes the total energy by dE = ħ²k_z dk_z/m1 = ħv_z dk_z, so v_z dk_z = dE/ħ. The current per area carried by the electrons between E and E + dE is then, in magnitude,

(2e/2πħ) dE ∫ d²k/(2π)² T(E, k).

At zero temperature and a small voltage V, the states that carry a net current lie in a window of width eV at the Fermi energy. Dividing the current by V gives the conductance per area,

G = (2e²/2πħ) ∫ d²k/(2π)² T(E_F, k),  (14)

with k running up to k_F, where k_F² = 2m1E_F/ħ².

Q: I would have done the transverse integral first, over the occupied states, and kept T as a function of E_z.

A: That order is legitimate if T depends on E_z alone. In this model the exponent has that property when m1 = m2. Otherwise Δ makes T depend on k at fixed E_z, and T must stay inside the transverse integral.

Q: Can (14) be done by hand?

A: For a thick barrier, yes. Hold P at its value for k = 0 and use d²k = π d(k²). At fixed E the decay constant is κ² = κ0² + k², so d(k²) = 2κ dκ. Since the integrand dies off quickly, the upper limit can be moved to infinity:

∫ d(k²) exp(−2κd) = ∫ 2κ exp(−2κd) dκ, from κ0 to ∞,
= exp(−2κ0d) [κ0/d + 1/(2d²)].

Let T0 = P exp(−2κ0d) be the transmission at k = 0 and E = E_F. With the factor π/(2π)² = 1/(4π),

G ≈ (2e²/2πħ) T0 (κ0/4πd) [1 + 1/(2κ0d)].  (15)

In the example T0 = 4.975 × 10⁻⁹, κ0/(4πd) = 0.2038 nm⁻² and the bracket is 1.049. Their product is 1.064 × 10⁻⁹ nm⁻². Multiplication by 2e²/2πħ = 7.75 × 10⁻⁵ S and conversion to µm⁻² give 8.24 × 10⁻⁸ S/µm². Numerical integration of (14) with the full T gives 8.08 × 10⁻⁸ S/µm², a resistance-area product of 1.24 × 10⁷ Ω µm².

The formula is two per cent above the numerical value, and the sign can be understood. At k = 0, a is already smaller than b. As k grows, a falls and b rises, so P drops below the value at which it was held.

Q: Which transverse energies matter in that integral?

A: From (10), κ ≈ κ0 + k²/(2κ0) for small k, so T falls as exp(−k²d/κ0) and the mean k² is about κ0/d. That is 2.56 nm⁻², or a transverse energy of 0.098 eV in the electrode. The numerical mean, weighted by transmission, is 0.105 eV, and the mean shift is 0.157 eV. The electron with 0.100 eV was therefore close to the mean. Thicker films select smaller k, and the mean shift falls roughly as 1/d.

Q: Then for a thick film the shift becomes unimportant.

A: The mean shift becomes small, but the error from leaving it out does not. The exponent multiplies a shift of order 1/d by a thickness d, and the product stays finite. To see the size, leave out Δ while keeping E = E_F fixed. The decay constant is then κ_z, and since U − E_z = U − E_F + ħ²k²/2m1,

κ_z² = κ0² + (m2/m1)k².  (16)

Introduce s = (m2/m1)k². Then κ_z² = κ0² + s, which is the correct integrand with s in place of k², while d(k²) = (m1/m2) ds. The exponential part of the integral is thus multiplied by m1/m2 at any thickness for which the upper limit can be ignored:

G(shift omitted)/G ≈ m1/m2.  (17)

This requires a large Fermi wave vector: κ0/d and (m1/m2)κ0/d must both be small against k_F². Metal electrodes meet the condition, but electrodes with a low Fermi energy, such as doped semiconductors, may not. With E_F = 0.1 eV, the same masses and the barrier again 2.5 eV above E_F, the ratio is only 1.2 at 2 nm, 1.7 at 8 nm and 2.2 at 30 nm. For our masses (17) gives 2.50, and our E_F = 5 eV meets the condition. The numerical conductance without the shift is 2.00 × 10⁻⁷ S/µm², and the ratio is 2.48.

Q: Why 2.48 and not 2.50?

A: The prefactor spoils the substitution. As a function of s, κ is the same in both integrals, but k_z² is k_F² − s in the correct one and k_F² − (m1/m2)s in the other. At equal s the two differ by

δ ln k_z ≈ −(m1/m2 − 1)s/(2k_F²).

From (12), ln P = const + 2 ln a + 2 ln b − 2 ln(a² + b²). Since a is proportional to k_z,

∂ ln P/∂ ln k_z = 2 − 4a²/(a² + b²) = 2(b² − a²)/(a² + b²).

Multiply the two and replace s by its leading mean value κ0/d. With a and b taken at k = 0,

ln[(m2/m1) G(shift omitted)/G] ≈ −[(b² − a²)/(a² + b²)] (κ0/(d k_F²)) (m1/m2 − 1).  (18)

This vanishes as 1/d. Its coefficient was tested for m2 = 0.25, 0.4 and 0.8 by extrapolating the numerical ratios at 8 and 16 nm, and it agreed within 0.8 per cent of the predicted value.

Q: Does it account for the 2.48?

A: Only in part. At 2 nm (18) gives −0.0033, while the logarithm of 2.4794/2.5000 is −0.0083. In this example a and b are nearly equal at k = 0, so the factor (b² − a²)/(a² + b²) is small there, about 0.11. For the electron with 0.100 eV it has already grown to about 0.17. Taking it at k = 0 therefore gives too small a correction in a thin film. I have not separated the remaining terms of higher order in 1/d. For m2 = 0.25 at the same thickness the ratio lies 2.5 per cent below m1/m2.

Q: You have assumed one mass for all directions in the dielectric. Suppose the transverse mass is different.

A: Call it m_t and keep m2 for the normal direction, which is taken to be a principal axis of the mass tensor. The transverse term in (3) becomes ħ²k²/2m_t, so the shift is (ħ²k²/2)(1/m_t − 1/m1), and at fixed E we have κ² = κ0² + (m2/m_t)k². The substitution that led to (17) now gives a conductance larger by about m_t/m2. With m_t = 0.5 the shift of our electron drops from 0.150 to 0.100 eV. The ratio m_t/m2 is 1.25, and the numerical factor is 1.248. Leaving out the shift is the special case m_t = m1.

Q: How do these numbers stand beside a real junction?

A: They are round values in the regime of metal–oxide–metal thin-film junctions: a barrier of a few eV, a mass of some tenths of the free-electron mass and a film of a few nanometres. All are rough and stand for no particular material. A bias of 0.1 V gives 0.5 MV/cm, five per cent of a rough breakdown field of 10 MV/cm. At that bias the current per volt is 0.7 per cent above G, and a temperature of 300 K raises G by 1.9 per cent. Real films break other assumptions more severely. If the thickness varies from place to place with a Gaussian distribution of 0.1 nm rms, and each place conducts as a uniform film, G rises by a factor of 1.8. Scattering that changes k is not included in that factor and has not been estimated here.

Q: And the shape of the barrier? The electron polarizes the electrodes.

A: Midway between two ideal metal planes its images are charges of alternating sign at distances d, 2d, 3d and so on, on both sides. The interaction energy carries a factor ½ because the images are induced. In Gaussian units, with dielectric constant ε, the barrier at the midpoint is lowered by

(e²/2ε)(2/d)(1 − ½ + ⅓ − …) = e² ln 2/(εd).  (19)

For ε = 3 this is 0.166 eV. Applied across the whole film it raises G by a factor of 1.96. The classical lowering is smallest at the midpoint and grows towards the electrodes, so this factor underestimates the classical image effect, which in a film this thin is several times larger: with the full z-dependent image potential the factor on G lies between about 3.5 and 15, as the divergence at the electrodes is cut off at a lowering of 0.5 eV or at the electrode band bottom.

Q: Earlier you called the single mass a serious restriction. How serious?

A: Suppose the dielectric has a gap E_g = 8 eV and, at a depth φ = U − E below its conduction band, the decay constant follows the two-band form

κ² = (2m2φ/ħ²)(1 − φ/E_g).  (20)

It has mass m2 near the conduction band edge and vanishes at both edges of the gap. For φ = 2.5 eV and k = 0, κ falls from 5.12 to 4.25 nm⁻¹, and exp(−2κd) grows by a factor of 33. If k² is added to (20), as in an isotropic two-band model, G itself rises by a factor of 25 to 29, depending on the mass used in the matching. This is the largest of the effects sized here. It also changes what is at stake in the shift: with (20), leaving out the shift makes κ_z² grow with k² at the rate (m2/m1)(1 − 2φ/E_g) near k = 0, so the factor 2.5 of (17) becomes about m1/[m2(1 − 2φ/E_g)] = 6.7 from the states of small k alone. If m2 has been fitted to tunnelling data with the parabolic formula, part of the effect is already contained in the fitted value. The absolute conductance in the example should therefore not be relied on even to an order of magnitude.

Q: Then what is left of the shift?

A: The comparison in (17) was made within one model, with the barrier, thickness and both masses held fixed, and the error of leaving out Δ is defined there. In a dielectric where (20) is the better description, a single m2 no longer fixes the transverse term deep in the gap, and Δ has to be replaced by what the actual band structure gives for κ at the given E and k. The origin of the effect remains: the layers share k, and they differ in what that k costs. The computed values are collected in the numerical output below.

Values computed for the example and the checks

```
Electrode mass m1: 1.00 free-electron masses
Dielectric mass m2: 0.40 free-electron masses
Fermi energy: 5.00 eV
Barrier above Fermi energy: 2.50 eV
Barrier top U: 7.50 eV
Thickness d: 2.00 nm
Transverse energy in electrode: 0.100 eV
Transverse wave vector k: 1.6201 1/nm
Longitudinal energy Ez: 4.900 eV
Barrier shift: 0.1500 eV
Barrier shift: 2.403e-13 erg
U - Ez without shift: 2.600 eV
U - Ez with shift: 2.750 eV
kappa0 (k = 0, E = EF): 5.1232 1/nm
kappa without shift: 5.2246 1/nm
kappa with shift: 5.3732 1/nm
kappa measured from T: 5.3732 1/nm
T at k = 0, E = EF: 4.9752e-09
T without shift: 3.2909e-09
T with shift: 1.8006e-09
T by direct integration: 1.8006e-09
T without / with shift: 1.8276
T at 1 V drop, integrated: 1.4672e-08
T at 1 V drop, Airy + shift: 1.4672e-08
2D levels, largest error: 1.4e-07 eV
2D level error if shift omitted: 5.88e-03 eV
Recovered shift, largest error: 6.6e-11 eV
Small-k test, k^2: 0.20 1/nm^2
Small-k change of ln T, integrated: -0.04730
Small-k change of ln T, law: -0.04685
Conductance per area: 8.0808e-08 S/um^2
Thick-barrier formula: 8.2413e-08 S/um^2
Conductance, shift omitted: 2.0036e-07 S/um^2
Resistance-area product: 1.2375e+07 ohm um^2
Conductance omitted / correct: 2.4794
Mass ratio m1/m2: 2.5000
Leading log correction to m1/m2: -0.00325
Deviation from m1/m2 at m2 = 0.25: -0.0245
1/d coefficient, largest relative error: 7.3e-03
Mean transverse energy of current: 0.1045 eV
Mean barrier shift of current: 0.1568 eV
Bias: 0.10 V; field: 0.50 MV/cm
Rough breakdown field (input): 10 MV/cm
Field / breakdown field: 0.050
Finite-bias factor on J/V: 1.0071
Thermal factor at 300 K: 1.0186
Thickness roughness, rms: 0.10 nm
Roughness factor: 1.789
Optical dielectric constant (input): 3.0
Image lowering at midpoint: 0.1664 eV
Image factor, midpoint lowering: 1.955
Dielectric band gap (input): 8.0 eV
Two-band kappa at k = 0: 4.2479 1/nm
Two-band factor on exponential: 33.15
Anisotropic transverse mass: 0.50 free masses
Shift with that mass: 0.1000 eV
Anisotropy factor on conductance: 1.2484
```
